# Reducible two-photon exchange and the frequency derivative of the exchange operator: a numerical check

```python
# Reducible two-photon exchange from the two-time Green function g(E); hbar=c=m=1.
# I(w): exchange operator (even in w), I' = dI/dw, M: residue of first-order g(E).
# Three-electron diagram (lines i1->f1, i2->n->f2, i3->f3; photon A on lines 1,2,
# photon B on lines 2,3; dA=e_f1-e_i1, dB=e_f3-e_i3), degenerate n:
#   red = 1/2 sum sign [I'(dA) I(dB) - I(dA) I'(dB)]
# Two-electron ladder: red = -(i/2pi) PV int dq F'(q)/(q-e_n1), F=I(e_f1-q)I(q-e_i1).
# Model photon of frequency k: D(w)=1/(w-k+i0)+1/(-w-k+i0).
# Example: Li-like Pb 1s^2 2s, point-nucleus Dirac orbitals, Feynman/Coulomb gauge.
import numpy as np, mpmath as mp
from itertools import permutations, combinations, product
from functools import lru_cache
from scipy.integrate import quad
from scipy.special import spherical_jn as jn, spherical_yn as yn
from scipy.constants import alpha, physical_constants
mp.mp.dps = 150
rng = np.random.default_rng(7)
D = lambda k, w: 2*k/(w*w - k*k)
dD = lambda k, w: -4*k*w/(w*w - k*k)**2
Mn = lambda k, w: -1/(w - k)**2 - 1/(w + k)**2

# ---- brute-force residues: every denominator carries its own tiny +i*eta ----
def fac(c, const):
    return (tuple(float(x) for x in c), mp.mpc(const, mp.mpf('1e-25')*(1 + rng.random())))
def integrate(terms, v):            # (i/2pi) int dp_v, closed in the lower half plane
    out = []
    for co, fs in terms:
        for j, (cj, kj) in enumerate(fs):
            if cj[v] != 0 and kj.imag/cj[v] > 0:
                new = []
                for m, (cm, km) in enumerate(fs):
                    if m != j:
                        r = cm[v]/cj[v]
                        new.append((tuple(x - r*y for x, y in zip(cm, cj)), km - r*kj))
                out.append((co/cj[v], new))
    return out
def diagram(lines, photons, nvar):  # photons: (coefficients, constant, k)
    tot = []
    for s in product((1, -1), repeat=len(photons)):
        fs = [fac(c, k) for c, k in lines]
        fs += [fac([t*x for x in c], t*c0 - k) for t, (c, c0, k) in zip(s, photons)]
        terms = [(mp.mpf(1), fs)]
        for v in range(nvar):
            terms = integrate(terms, v)
        tot += terms
    return tot
def contour(terms, power):          # (1/2 pi i) loop of (E-E0)^power g; last variable E-E0
    s = mp.mpc(0)
    for co, fs in terms:
        for j, (cj, kj) in enumerate(fs):
            if cj[-1] != 0 and abs(kj/cj[-1]) < 0.05:
                e = -kj/cj[-1]
                t = co/cj[-1]*e**power
                for m, (cm, km) in enumerate(fs):
                    if m != j:
                        t /= cm[-1]*e + km
                s += t
    return float(s.real)
@lru_cache(None)
def loop(c1, a1, c2, a2, kY, ef, kX, ei):
    s = mp.mpc(0)
    for co, fs in diagram([((c1,), a1), ((c2,), a2)], [((-1,), ef, kY), ((1,), -ei, kX)], 1):
        s += co/mp.fprod([k for _, k in fs])
    return float(s.real)
@lru_cache(None)
def pv_ladder(kY, ef, kX, ei, en):  # principal-value form on the rotated contour
    dF = lambda q: -dD(kY, ef - q)*D(kX, q - ei) + D(kY, ef - q)*dD(kX, q - ei)
    return quad(lambda y: dF(en + 1j*y).imag/y, 0, np.inf, epsabs=1e-13, epsrel=1e-12)[0]/np.pi

spec = quad(lambda k: 2*k/(np.pi*(k*k + 0.64)), 0, np.inf, weight='sin', wvar=1.3)[0]
assert abs(spec - np.exp(-0.8*1.3)) < 1e-7
kA, kB, dA, dB = 3.0, 4.0, 0.5, 0.75
i1, i2, i3 = 0.25, 1.5, -1.75       # energies sum to E0=0
g1 = diagram([((1, 0, 0), -i1 - dA), ((-1, 0, 1), i1 + dA), ((0, 1, 0), -i1), ((0, -1, 1), i1)],
             [((1, -1, 0), 0, kA)], 2)
assert abs(contour(g1, 1) - D(kA, dA)) < 1e-12 and abs(contour(g1, 0) - Mn(kA, dA)) < 1e-12
def g3(en):                         # variables p1, p1', p3, p3', E
    L = [((0, 1, 0, 0, 0), -i1 - dA), ((0, 0, 0, 1, 0), -i3 - dB), ((0, -1, 0, -1, 1), -(i2 - dA - dB)),
         ((-1, 0, 0, -1, 1), -en), ((1, 0, 0, 0, 0), -i1), ((0, 0, 1, 0, 0), -i3), ((-1, 0, -1, 0, 1), -i2)]
    return contour(diagram(L, [((-1, 1, 0, 0, 0), 0, kA), ((0, 0, -1, 1, 0), 0, kB)], 4), 1)
mterm = 0.5*(D(kA, dA)*Mn(kB, dB) + Mn(kA, dA)*D(kB, dB))
dterm = 0.5*(dD(kA, dA)*D(kB, dB) - D(kA, dA)*dD(kB, dB))
c3 = g3(i2 - dB)
assert abs(c3 - mterm - dterm) < 1e-12
assert abs(g3(i2 - dB + 0.375) - D(kA, dA)*D(kB, dB)/(-0.375)) < 1e-12
n1 = i1 + dB; f1 = n1 + dA          # ladder, variables p', q, p, E
Ll = [((1, 0, 0, 0), -f1), ((-1, 0, 0, 1), f1), ((0, 1, 0, 0), -n1), ((0, -1, 0, 1), n1),
      ((0, 0, 1, 0), -i1), ((0, 0, -1, 1), i1)]
cl = contour(diagram(Ll, [((1, -1, 0, 0), 0, kA), ((0, 1, -1, 0), 0, kB)], 3), 1)
pvl = pv_ladder(kA, f1, kB, i1, n1)
assert abs(cl - mterm - pvl) < 1e-10
print("Single-diagram model (model energy unit u): kA, kB, dA, dB =", kA, kB, dA, dB, "u")
print(f"I_A={D(kA,dA):.6f} u, I_B={D(kB,dB):.6f} u, I'_A={dD(kA,dA):.6f}, I'_B={dD(kB,dB):.6f}")
print(f"M_A={Mn(kA,dA):.6f}, M_B={Mn(kB,dB):.6f} (dimensionless)")
print(f"three-electron contour={c3:.8f} u, M part={mterm:.8f} u, derivative part={dterm:.8f} u")
print(f"ladder contour={cl:.8f} u, principal-value part={pvl:.8f} u")

# ---- derived three-electron formula ----
def psign(p):
    return (-1)**sum(p[a] > p[b] for a, b in combinations(range(len(p)), 2))
def three(occ, eps, IA, dIA, IB, dIB, want_irr=True):
    irr = red = 0
    for P in permutations(range(3)):
        for Q in permutations(range(3)):
            s = psign(P)*psign(Q); f = [occ[x] for x in P]; i = [occ[x] for x in Q]
            wA, wB = eps[f[0]] - eps[i[0]], eps[f[2]] - eps[i[2]]
            for n in range(len(eps)):
                den = eps[i[1]] - wB - eps[n]
                a, b = (f[0], f[1], i[0], n, wA), (n, f[2], i[1], i[2], wB)
                if abs(den) < 1e-9:
                    red += s*0.5*(dIA(*a)*IB(*b) - IA(*a)*dIB(*b))
                elif want_irr:
                    irr += s*IA(*a)*IB(*b)/den
    return irr, red
def sym(n):
    x = rng.normal(size=(n, n)); return (x + x.T)/2

# ---- fermion-boson Hamiltonian: three-body part of the fourth-order energy ----
eps, U = np.linalg.eigh(0.5*sym(5))
gs = [U.T @ np.diag(rng.normal(size=5)) @ U for _ in range(2)]; ks = [5.0, 6.5]
def energy4(occ):
    dets = list(combinations(range(5), len(occ))); ix = {d: j for j, d in enumerate(dets)}
    def onebody(g):
        m = np.zeros((len(dets),)*2)
        for d in dets:
            for pos, q in enumerate(d):
                rest = d[:pos] + d[pos + 1:]
                for p in set(range(5)) - set(rest):
                    nw = tuple(sorted(rest + (p,)))
                    m[ix[nw], ix[d]] += (-1)**(pos + nw.index(p))*g[p, q]
        return m
    b = np.diag(np.sqrt([1., 2.]), 1); x = b + b.T; one = np.eye(3); nb = np.arange(3.)
    V = np.kron(onebody(gs[0]), np.kron(x, one)) + np.kron(onebody(gs[1]), np.kron(one, x))
    ed = np.array([eps[list(d)].sum() for d in dets])
    H0 = (ed[:, None, None] + ks[0]*nb[None, :, None] + ks[1]*nb[None, None, :]).ravel()
    r = ix[tuple(occ)]*9; den = H0[r] - H0; den[r] = np.inf
    psi = [np.eye(len(H0))[r]]; E = [0.0]
    for n in range(1, 5):
        E.append((V @ psi[n - 1])[r])
        psi.append((V @ psi[n - 1] - sum(E[j]*psi[n - j] for j in range(1, n + 1)))/den)
    return E[4]
occ = (0, 1, 3)
cluster = energy4(occ) - sum(energy4(p) for p in combinations(occ, 2)) + sum(energy4((a,)) for a in occ)
Im = lambda a, b, c, d, w: sum(g[a, c]*g[b, d]*D(k, w) for g, k in zip(gs, ks))
dIm = lambda a, b, c, d, w: sum(g[a, c]*g[b, d]*dD(k, w) for g, k in zip(gs, ks))
irr, red = three(occ, eps, Im, dIm, Im, dIm)
assert abs(cluster - irr - red) < 1e-11 and abs(red) > 1e-7
print(f"5-level model: Hamiltonian three-body E4={cluster:.8e} u, irr={irr:.8e} u, red={red:.8e} u")
def gauge_shift(fm):
    pre = lambda a, b, c, d, w: w*w + (eps[a] - eps[c])*(eps[b] - eps[d])
    G = lambda a, b, c, d, w: pre(a, b, c, d, w)*fm[a, c]*fm[b, d]/(w*w + 1)
    dG = lambda a, b, c, d, w: fm[a, c]*fm[b, d]*(2*w/(w*w + 1) - 2*w*pre(a, b, c, d, w)/(w*w + 1)**2)
    return np.add(three(occ, eps, Im, dIm, G, dG), three(occ, eps, G, dG, Im, dIm))
gi, gr = gauge_shift(U.T @ np.diag(rng.normal(size=5)) @ U)
assert abs(gi + gr) < 1e-12 and abs(gr) > 1e-6
nonloc = gauge_shift(sym(5)).sum()
assert abs(nonloc) > 1e-6
print(f"gauge change, local f: irr={gi:.8e} u, red={gr:.8e} u; nonlocal f: sum={nonloc:.4e} u")

# ---- spin-degenerate model: all two-photon exchange terms bilinear in photons A, B ----
sig = [np.array([[0, 1], [1, 0]], complex), np.array([[0, -1j], [1j, 0]]), np.diag([1., -1.]).astype(complex)]
es = np.repeat([0.0, 0.7, 1.9], 2); kk = [3.1, 3.7]; vert = []
for _ in range(2):
    S, T = 0.6*sym(3), 0.6*sym(3)
    vert.append([np.kron(S, np.eye(2))] + [np.kron(T, s) for s in sig])
W = [sum(np.einsum('ac,bd->abcd', g, g) for g in v).real for v in vert]
def two(pair, Ws, kv, use_pv=True):
    li = lr = cr = 0; a, b = pair; E = es[a] + es[b]
    for (p, q, s), (X, Y), n, m in product([(a, b, 1), (b, a, -1)], [(0, 1), (1, 0)], range(6), range(6)):
        ph = (kv[Y], es[p], kv[X], es[a]); w = s*Ws[Y][p, q, n, m]*Ws[X][n, m, a, b]
        if abs(w) > 1e-15:
            if abs(E - es[n] - es[m]) > 1e-9:
                li += w*loop(1, -es[n], -1, E - es[m], *ph)
            elif use_pv:
                lr += w*pv_ladder(*ph, es[n])
            else:
                lr -= w*0.5*(loop(1, -es[n], 1, -es[n], *ph) + loop(-1, es[n], -1, es[n], *ph))
        w = s*Ws[Y][p, m, n, b]*Ws[X][n, q, a, m]
        if abs(w) > 1e-15:
            cr += w*loop(1, -es[n], 1, es[b] - es[p] - es[m], *ph)
    return np.array([li, lr, cr])
oc = (0, 1, 2); Phi = np.zeros((6, 6, 6), complex)
for P in permutations(range(3)):
    Phi[P] = psign(P)/np.sqrt(6)
gap = es[list(oc)].sum() - (es[:, None, None] + es[None, :, None] + es[None, None, :])
Pm = np.abs(gap) < 1e-9; R0 = np.where(Pm, 0, 1/np.where(Pm, 1, gap))
app = lambda g, ax, v: np.moveaxis(np.tensordot(g, v, (1, ax)), 0, ax)
h4 = 0; prs = list(permutations(range(3), 2))
for gA, gB, pA, pB in product(vert[0], vert[1], prs, prs):
    g, ax = (gA, gB), (pA, pB)
    for seq in set(permutations((0, 0, 1, 1))):
        cnt = [0, 0]; v = Phi
        for t, x in enumerate(seq):
            v = app(g[x], ax[x][cnt[x]], v); cnt[x] += 1
            if t == 3:
                h4 += np.vdot(Phi, v)
                break
            kf = sum(kk[y] for y in (0, 1) if cnt[y] == 1)
            if kf > 0:
                v = v/(gap - kf)
            else:
                y = seq[2]
                u = app(g[y], ax[y][0], v*Pm)/(gap - kk[y])**2
                h4 -= np.vdot(Phi, app(g[y], ax[y][1], u))
                v = v*R0
Is = [(lambda a, b, c, d, w, j=j: W[j][a, b, c, d]*D(kk[j], w),
       lambda a, b, c, d, w, j=j: W[j][a, b, c, d]*dD(kk[j], w)) for j in (0, 1)]
t3 = np.add(three(oc, es, *Is[0], *Is[1]), three(oc, es, *Is[1], *Is[0]))
t2 = sum(two(p, W, kk) for p in combinations(oc, 2))
assert abs(h4 - t2.sum() - t3.sum()) < 1e-9 and abs(t3[1]) > 1e-6 and abs(t2[1]) > 1e-6
print(f"spin model: ladder irr={t2[0]:.7f}, ladder red={t2[1]:.7f}, crossed={t2[2]:.7f} u")
print(f"  three irr={t3[0]:.7f}, three red={t3[1]:.7f}, Hamiltonian total={h4.real:.7f} u")
Wid = np.einsum('ac,bd->abcd', np.eye(6), np.eye(6)); soft = []
for k in (1e-2, 1e-3):
    r2 = two((0, 2), [W[0], Wid], [kk[0], k], use_pv=False); soft.append(r2[1])
    assert abs(r2.sum()) < 1e-9*abs(r2[1])
    print(f"soft mode k={k:g} u: ladder red={r2[1]:.6e} u, crossed={r2[2]:.6e} u")
assert abs(soft[1]/soft[0] - 100) < 1

# ---- Li-like lead ----
Z = 82; za = Z*alpha; gam = np.sqrt(1 - za*za)
mc2 = physical_constants['electron mass energy equivalent in MeV'][0]*1e6
en = [gam, np.sqrt((1 + gam)/2)]; lam = [np.sqrt(1 - e*e) for e in en]; cf = []
def gl(n):
    x, w = np.polynomial.legendre.leggauss(n); s = (x + 1)/2
    return s*s, w*s
so, wo = gl(220); si, wi = gl(80); Rm = 25/lam[1]
y1, w1 = Rm*so, Rm*wo; Y = y1[:, None]*np.ones(80); X = Y*si; WT = w1[:, None]*wi*Y
GF = lambda n, r: [(c[0] + c[1]*r)*r**gam*np.exp(-lam[n]*r) for c in cf[n]]
for n in (0, 1):
    b0 = (gam - 1)/za
    a1, b1 = np.linalg.solve([[gam, -za], [za, gam + 2]], [lam[n] + (en[n] + 1)*b0, lam[n]*b0 + 1 - en[n]])
    assert abs(lam[n]*a1 + (en[n] + 1)*b1) < 1e-12
    cf.append(np.array([[1, a1], [b0, b1]])); G, F = GF(n, y1)
    cf[n] /= np.sqrt(np.sum(w1*(G*G + F*F)))
def comb(kind, a, c, r):
    Ga, Fa = GF(a, r); Gc, Fc = GF(c, r)
    return {'r': Ga*Gc + Fa*Fc, 'u': Ga*Fc - Fa*Gc, 'w': Ga*Fc + Fa*Gc}[kind]
assert abs(np.sum(w1*comb('r', 0, 1, y1))) < 1e-10
def kern(l, w, x, y, der=False):
    if w == 0:
        return x**l/((2*l + 1)*y**(l + 1))
    j, h = jn(l, w*x), jn(l, w*y) + 1j*yn(l, w*y)
    if not der:
        return 1j*w*j*h
    return 1j*(j*h + w*x*jn(l, w*x, True)*h + w*y*j*(jn(l, w*y, True) + 1j*yn(l, w*y, True)))
@lru_cache(None)
def Rad(kind, a, c, b, d, w, der):
    s = comb(kind, a, c, Y)*comb(kind, b, d, X) + comb(kind, a, c, X)*comb(kind, b, d, Y)
    return alpha*np.sum(WT*s*kern(0 if kind == 'r' else 1, w, X, Y, der))
ss = sum(np.einsum('ac,bd->abcd', s, s) for s in sig).real
def scal(gauge, a, c, b, d, w, der):
    if gauge == 'F':
        return Rad('r', a, c, b, d, w, der) + Rad('u', a, c, b, d, w, der)
    return 0 if der else Rad('r', a, c, b, d, 0.0, False)
def Iq(gauge, der):
    def f(a, b, c, d, w):
        if der and w == 0:
            return 0
        q = (a//2, c//2, b//2, d//2, abs(w), der)
        v = -2/3*ss[a % 2, b % 2, c % 2, d % 2]*Rad('w', *q)
        if a % 2 == c % 2 and b % 2 == d % 2:
            v += scal(gauge, *q)
        return v*(np.sign(w) if der else 1)
    return f
# angular reduction against quadrature with explicit four-spinors
ct, wt = np.polynomial.legendre.leggauss(20); ph = 2*np.pi*np.arange(32)/32; st = np.sqrt(1 - ct**2)
nv = np.stack([np.outer(st, np.cos(ph)), np.outer(st, np.sin(ph)), np.outer(ct, np.ones(32))], -1).reshape(-1, 3)
wa = np.repeat(wt, 32)*2*np.pi/32; sn = np.einsum('pi,iab->pab', nv, np.array(sig))
mats = np.array([np.eye(4)] + [np.kron([[0, 1], [1, 0]], s) for s in sig])
def spinor(n, r):
    G, F = GF(n, r)
    return np.concatenate([G*np.broadcast_to(np.eye(2), sn.shape), -1j*F*sn], 1)/np.sqrt(4*np.pi)
cur = lambda a, c, r: np.einsum('pxa,mxy,pyc,p->pmac', spinor(a, r).conj(), mats, spinor(c, r), wa, optimize=True)
ra, rb, wq = 0.6, 2.0, 0.9
r12 = np.sqrt(ra*ra + rb*rb - 2*ra*rb*nv @ nv.T)
J2 = np.tensordot(np.exp(1j*wq*r12)/r12, cur(0, 1, rb), (1, 0))
num = np.einsum('pmac,pmbd,m->abcd', cur(1, 0, ra), J2, np.array([1., -1, -1, -1]), optimize=True)
cc = lambda k: comb(k, 1, 0, ra)*comb(k, 0, 1, rb)
ref = (np.einsum('ac,bd->abcd', np.eye(2), np.eye(2))*(cc('r')*kern(0, wq, ra, rb) + cc('u')*kern(1, wq, ra, rb))
       - 2/3*ss*cc('w')*kern(1, wq, ra, rb))
assert np.abs(num - ref).max() < 1e-8*np.abs(ref).max()
Dl = en[1] - en[0]; ex = (1, 0, 0, 1)
D11, D12 = Rad('r', 0, 0, 0, 0, 0.0, False), Rad('r', 0, 0, 1, 1, 0.0, False)
B11, B12 = 2/3*Rad('w', 0, 0, 0, 0, 0.0, False), 2/3*Rad('w', 0, 0, 1, 1, 0.0, False)
EF, EC, dEF = scal('F', *ex, Dl, False), scal('C', *ex, Dl, False), scal('F', *ex, Dl, True)
B, dBm = 2/3*Rad('w', *ex, Dl, False), 2/3*Rad('w', *ex, Dl, True)
Sf = lambda w: Rad('r', *ex, w, False) - EC
assert abs(EF - EC) < 1e-8*abs(EC) and abs(dEF - 2*Sf(Dl)/Dl) < 1e-6*abs(dEF)
assert abs(scal('F', *ex, Dl/2, False) - EC + 3*Sf(Dl/2)) < 1e-8*abs(EC)
h = 1e-4*Dl
assert abs((scal('F', *ex, Dl + h, False) - scal('F', *ex, Dl - h, False))/(2*h) - dEF) < 1e-6*abs(dEF)
assert abs((Rad('w', *ex, Dl + h, False) - Rad('w', *ex, Dl - h, False))/(3*h) - dBm) < 1e-6*abs(dBm)
e4 = np.repeat(en, 2); res = {}
for gn, E, dE in (('F', EF, dEF), ('C', EC, 0)):
    I0, I1 = Iq(gn, False), Iq(gn, True)
    res[gn] = three((0, 1, 2), e4, I0, I1, I0, I1, False)[1]
    closed = ((dE - 3*dBm)*(D11 + 3*B11 - D12) - 3*B12*(dE + dBm) - E*dE - 3*(E*dBm + dE*B) + 3*B*dBm)
    assert abs(closed - res[gn]) < 1e-10*abs(closed)
    assert abs(three((0, 1, 3), e4, I0, I1, I0, I1, False)[1] - res[gn]) < 1e-10*abs(closed)
I0 = Iq('F', False)
E1 = sum(I0(a, b, a, b, 0.0) - I0(b, a, a, b, e4[b] - e4[a]) for a, b in combinations(range(3), 2))
brk = D11 + 3*B11 - D12 - 3*B12 - EF - 3*B
assert abs(res['F'] - res['C'] - dEF*brk) < 1e-7*abs(dEF*brk)
cx = lambda z, p: f"{complex(z).real:.{p}f} {complex(z).imag:+.{p}f}i"
print(f"Pb: Z={Z}, Z*alpha={za:.6f}, gamma={gam:.6f}, mc2={mc2:.2f} eV")
print(f"binding 1s={(en[0]-1)*mc2:.2f} eV, 2s={(en[1]-1)*mc2:.2f} eV, Delta={Dl*mc2:.2f} eV")
print(f"D11={D11*mc2:.4f} eV, B11={B11*mc2:.4f} eV")
print(f"D12={D12*mc2:.4f} eV, B12={B12*mc2:.4f} eV")
print(f"E Feynman={cx(EF*mc2,4)} eV, E Coulomb={EC*mc2:.4f} eV")
print(f"B={cx(B*mc2,4)} eV, S(Delta)={cx(Sf(Dl)*mc2,4)} eV")
print(f"1e6*E' Feynman={cx(1e6*dEF,4)}, 1e6*2S/Delta={cx(2e6*Sf(Dl)/Dl,4)} (dimensionless)")
print(f"1e6*B'={cx(1e6*dBm,4)} (dimensionless)")
print(f"one-photon exchange energy={cx(E1*mc2,3)} eV")
print(f"reducible three-electron, Feynman={cx(res['F']*mc2,6)} eV")
print(f"reducible three-electron, Coulomb={cx(res['C']*mc2,6)} eV")
print(f"bracket multiplying E'={cx(brk*mc2,4)} eV, gauge difference={cx((res['F']-res['C'])*mc2,6)} eV")
print("finished without a failed check")
```

Printed output:

```
Single-diagram model (model energy unit u): kA, kB, dA, dB = 3.0 4.0 0.5 0.75 u
I_A=-0.685714 u, I_B=-0.518219 u, I'_A=-0.078367, I'_B=-0.050353
M_A=-0.241633, M_B=-0.138996 (dimensionless)
three-electron contour=0.11330675 u, M part=0.11026500 u, derivative part=0.00304175 u
ladder contour=0.19183437 u, principal-value part=0.08156937 u
5-level model: Hamiltonian three-body E4=-6.81908330e-03 u, irr=-9.45949865e-03 u, red=2.64041535e-03 u
gauge change, local f: irr=2.50317415e-02 u, red=-2.50317415e-02 u; nonlocal f: sum=-1.8438e-01 u
spin model: ladder irr=0.4367747, ladder red=-0.0294041, crossed=0.5170011 u
  three irr=-0.4098333, three red=-0.0078815, Hamiltonian total=0.5066571 u
soft mode k=0.01 u: ladder red=2.273979e+03 u, crossed=-2.273979e+03 u
soft mode k=0.001 u: ladder red=2.273960e+05 u, crossed=-2.273960e+05 u
Pb: Z=82, Z*alpha=0.598383, gamma=0.801210, mc2=510998.95 eV
binding 1s=-101581.34 eV, 2s=-26059.83 eV, Delta=75521.51 eV
D11=1635.5431 eV, B11=75.6427 eV
D12=570.8715 eV, B12=8.2625 eV
E Feynman=73.6105 -0.0000i eV, E Coulomb=73.6105 eV
B=8.0855 +0.0059i eV, S(Delta)=3.8637 +0.3377i eV
1e6*E' Feynman=102.3206 +8.9429i, 1e6*2S/Delta=102.3206 +8.9429i (dimensionless)
1e6*B'=3.4899 +0.0891i (dimensionless)
one-photon exchange energy=2954.860 +0.018i eV
reducible three-electron, Feynman=0.105312 +0.010087i eV
reducible three-electron, Coulomb=-0.014295 -0.000365i eV
bracket multiplying E'=1168.9451 -0.0176i eV, gauge difference=0.119607 +0.010452i eV
finished without a failed check
```
